\section*{Mean Velocity of a Bloch State from the Hellmann-Feynman Theorem}

\section{Two ways to obtain a band velocity}

A transport calculation needs the velocity of an electron in each band at many points $\mathbf k$. One can compute the energies at neighbouring points and take differences, or use the eigenvectors at $\mathbf k$ itself and evaluate the mean of an operator. The first way costs extra diagonalizations and requires each band to be followed from point to point. The second avoids both, provided that the mean really equals the slope of the band and that the right operator is used. For a non-degenerate band $E_n(\mathbf k)$ the relation is
\begin{equation}
\langle \mathbf v\rangle_{n\mathbf k}=\frac{1}{\hbar}\nabla_{\mathbf k}E_n(\mathbf k).
\label{eq:claim}
\end{equation}

The algebra uses atomic units, $\hbar=m=1$, where $m$ is the electron mass. Numerical energies are in eV and lengths in \AA. Numerical velocities are given as $\hbar v$ in eV\,\AA, the unit of $dE/dk$.

\section{Bloch states and the velocity operator}

Consider one electron in a real, bounded, local potential with the periodicity of the lattice:
\begin{equation}
H=\tfrac12 p^2+V(\mathbf r),\qquad V(\mathbf r+\mathbf R)=V(\mathbf r),
\label{eq:H}
\end{equation}
where $\mathbf p=-i\nabla$ and $\mathbf R$ is any lattice vector. By Bloch's theorem the eigenstates can be written as
\begin{equation}
\psi_{n\mathbf k}(\mathbf r)=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}(\mathbf r),\qquad
u_{n\mathbf k}(\mathbf r+\mathbf R)=u_{n\mathbf k}(\mathbf r).
\label{eq:bloch}
\end{equation}
We normalize $u_{n\mathbf k}$ to one in a unit cell, and $\langle f|g\rangle$ denotes the integral of $f^*g$ over that cell. If an operator has the lattice periodicity, its density $\psi^*A\psi$ is periodic. The cell integral then equals the mean over a crystal of $N$ cells, where both the integral and the norm are $N$ times larger.

The velocity operator follows from the Heisenberg equation, $\mathbf v=i[H,\mathbf r]$. The potential commutes with $\mathbf r$. For the kinetic energy, $[p_j,r_j]=-i$ gives
\begin{equation}
v_j=\tfrac{i}{2}[p_j^2,r_j]
=\tfrac{i}{2}\bigl(p_j[p_j,r_j]+[p_j,r_j]p_j\bigr)
=\tfrac{i}{2}(-2ip_j)=p_j .
\label{eq:v}
\end{equation}
Although $\mathbf r$ has no well-defined mean in a state that fills the crystal, the commutator does, because $\mathbf p$ is unchanged by lattice translations.

\section{Moving $\mathbf k$ into the Hamiltonian}

The operator $H$ does not contain $\mathbf k$. The wave vector enters through the condition $\psi(\mathbf r+\mathbf R)=e^{i\mathbf k\cdot\mathbf R}\psi(\mathbf r)$, so the space of allowed functions changes with $\mathbf k$. To remove this dependence, define
\begin{equation}
H(\mathbf k)=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}.
\label{eq:Hkdef}
\end{equation}
For any differentiable $f$, the product rule gives
\begin{equation}
p_j\bigl(e^{i\mathbf k\cdot\mathbf r}f\bigr)
=-i\bigl(ik_jf+\partial_jf\bigr)e^{i\mathbf k\cdot\mathbf r}
=e^{i\mathbf k\cdot\mathbf r}(p_j+k_j)f .
\label{eq:shift}
\end{equation}
Applying \eqref{eq:shift} twice and summing over $j$ turns $p^2$ into $(\mathbf p+\mathbf k)^2$. The phases cancel around the local potential, so
\begin{equation}
H(\mathbf k)=\tfrac12(\mathbf p+\mathbf k)^2+V(\mathbf r),\qquad
H(\mathbf k)u_{n\mathbf k}=E_n(\mathbf k)u_{n\mathbf k}.
\label{eq:Hk}
\end{equation}
The second equation is $H\psi=E\psi$ multiplied from the left by $e^{-i\mathbf k\cdot\mathbf r}$. It is to be solved among the periodic functions, a space that is the same whatever $\mathbf k$ is. A finite crystal with periodic boundary conditions selects discrete values of $\mathbf k$, but \eqref{eq:Hk} is defined for continuous $\mathbf k$, and this is what gives the derivative a meaning.

On periodic functions $H(\mathbf k)$ is Hermitian. Indeed,
\begin{equation}
f^*(p_jg)=(p_jf)^*g-i\,\partial_j(f^*g),
\label{eq:herm}
\end{equation}
and the last term integrates to contributions from the cell faces. For periodic $f$ and $g$, opposite faces cancel. Thus $\mathbf p$, and with it $\mathbf p+\mathbf k$ and its square, can be moved from one side of the inner product to the other.

\section{The Hellmann-Feynman step}

The derivative of $E_n$ must first be shown to exist. Suppose $E_n(\mathbf k_0)$ is non-degenerate and separated from the other eigenvalues at $\mathbf k_0$. Write $H_0=H(\mathbf k_0)$ and
\begin{equation}
H(\mathbf k_0+\boldsymbol\kappa)=H_0+W,\qquad
W=\boldsymbol\kappa\cdot(\mathbf p+\mathbf k_0)+\tfrac12\kappa^2 .
\label{eq:W}
\end{equation}
Let $z$ run over a small circle enclosing $E_n(\mathbf k_0)$ and no other eigenvalue. For $f=(z-H_0)^{-1}h$ we have $H_0f=zf-h$, and therefore
\begin{equation}
\|(\mathbf p+\mathbf k_0)f\|^2=2\langle f|H_0-V|f\rangle
=2\langle f|zf-h-Vf\rangle .
\end{equation}
The right side is at most a constant times $\|h\|^2$, since $V$ is bounded and $z$ stays away from the spectrum. Hence $W(z-H_0)^{-1}$ is small for small $\boldsymbol\kappa$, and the expansion
\begin{equation}
(z-H_0-W)^{-1}=(z-H_0)^{-1}\sum_{s=0}^{\infty}\bigl[W(z-H_0)^{-1}\bigr]^s
\end{equation}
converges to a smooth function of $\boldsymbol\kappa$. Its integral around the circle, divided by $2\pi i$, is the projector onto the enclosed state. Applying this projector to $u_{n\mathbf k_0}$ and normalizing gives a smooth $u_{n\mathbf k}$. The result remains smooth after $H_0$ acts on it, because $H_0(z-H_0)^{-1}$ is bounded, so $E_n$ is smooth too.

Now differentiate $E_n=\langle u|H(\mathbf k)|u\rangle$, suppressing the labels of $u$ and writing $\partial_j=\partial/\partial k_j$:
\begin{align}
\partial_jE_n
&=\langle\partial_ju|H(\mathbf k)|u\rangle
+\langle u|\partial_jH(\mathbf k)|u\rangle
+\langle u|H(\mathbf k)|\partial_ju\rangle \nonumber\\
&=\langle u|\partial_jH(\mathbf k)|u\rangle
+E_n\bigl(\langle\partial_ju|u\rangle+\langle u|\partial_ju\rangle\bigr)\nonumber\\
&=\langle u|\partial_jH(\mathbf k)|u\rangle
+E_n\,\partial_j\langle u|u\rangle
=\langle u|\partial_jH(\mathbf k)|u\rangle .
\label{eq:HF}
\end{align}
In the first term $H(\mathbf k)$ acts on $u$ to its right. In the third it is moved to the left by hermiticity, which is allowed because $\partial_ju$ is also periodic. The norm is fixed, so its derivative vanishes.

Since the number $k_j$ commutes with $p_j$, \eqref{eq:Hk} gives $\partial_jH(\mathbf k)=p_j+k_j$. Using \eqref{eq:shift} in reverse,
\begin{equation}
\partial_jE_n=\langle u|p_j+k_j|u\rangle
=\langle u|e^{-i\mathbf k\cdot\mathbf r}p_je^{i\mathbf k\cdot\mathbf r}|u\rangle
=\langle\psi_{n\mathbf k}|v_j|\psi_{n\mathbf k}\rangle .
\label{eq:result}
\end{equation}
In ordinary units $H(\mathbf k)=(\mathbf p+\hbar\mathbf k)^2/2m+V$. Its derivative is $\hbar(p_j+\hbar k_j)/m$, which is $\hbar$ times the transformed velocity. Dividing by $\hbar$ gives \eqref{eq:claim}.

\subsection{What the vanishing terms mean}

The state does change with $\mathbf k$, but this change has no first-order effect on the energy. Let $u'=u+\delta u$ be the normalized state at $\mathbf k_0+\boldsymbol\kappa$, evaluated with the old operator $H_0$. Because $(H_0-E_n)u=0$,
\begin{equation}
S\equiv\langle u'|H_0|u'\rangle-E_n
=\langle\delta u|H_0-E_n|\delta u\rangle ,
\label{eq:S}
\end{equation}
which is quadratic in $\delta u$.

The same quantity fixes the second-order energy. Choose the phase so that $\delta u$ is orthogonal to $u$ at first order. The first-order part of the eigenvalue equation is $(H_0-E_n)\delta u=-(W-\langle W\rangle)u$. Taking its inner product with $\delta u$ gives $\langle\delta u|W|u\rangle=-S$ at second order. The new energy is $\langle u'|H_0+W|u'\rangle=E_n+S+\langle W\rangle+2\operatorname{Re}\langle\delta u|W|u\rangle+O(\kappa^3)$, in which $S-2S=-S$ remains beyond $\langle W\rangle$. Therefore
\begin{equation}
E_n(\mathbf k_0+\boldsymbol\kappa)-E_n(\mathbf k_0)
=\langle u|W|u\rangle-S+O(\kappa^3).
\label{eq:second}
\end{equation}

\subsection{Plane waves and crystal momentum}

Expand $u$ in plane waves with reciprocal lattice vectors $\mathbf G$ and coefficients $c_{\mathbf G}$, where $\sum_{\mathbf G}|c_{\mathbf G}|^2=1$. Each wave is an eigenfunction of $\mathbf p+\mathbf k$, so \eqref{eq:result} becomes
\begin{equation}
\nabla_{\mathbf k}E_n=\sum_{\mathbf G}|c_{\mathbf G}|^2(\mathbf k+\mathbf G)
=\mathbf k+\langle\mathbf G\rangle .
\label{eq:pw}
\end{equation}
For $V=0$ a non-degenerate state contains one plane wave. Its energy is $|\mathbf k+\mathbf G|^2/2$ and its velocity is $\mathbf k+\mathbf G$. In general the lattice mixes several waves, and the mean velocity differs from $\mathbf k$ by $\langle\mathbf G\rangle$.

The labels $\mathbf k$ and $\mathbf k+\mathbf G$ describe the same Bloch condition, since $e^{i\mathbf G\cdot\mathbf R}=1$. They therefore share the same states, energies and velocities. Crystal momentum $\hbar\mathbf k$, which changes by $\hbar\mathbf G$ between these labels, cannot in general be mass times mean velocity.

Equation \eqref{eq:HF} also holds for the matrix of $H(\mathbf k)$ in a finite set of plane waves, provided the set of $\mathbf G$ is held fixed. The slope and the mean then agree even before the basis is converged, so their agreement is no evidence of convergence. Where a cutoff on $|\mathbf k+\mathbf G|$ changes the set, the argument does not apply.

\section{A square-lattice example}

Take a square lattice with $a=4.0$~\AA\ and $g=2\pi/a=1.5708$~\AA$^{-1}$. The potential has Fourier components of $-1.00$~eV in the first shell and $-0.50$~eV in the second:
\begin{equation}
V=-2\,(\cos gx+\cos gy)-2\cos gx\cos gy\quad\text{(eV)}.
\end{equation}
At $\mathbf k=(0.40,0.15)g=(0.6283,0.2356)$~\AA$^{-1}$ the three lowest bands are as follows.

\begin{center}
\begin{tabular}{cccc}
band & $E$ (eV) & $\hbar v_x$ (eV\,\AA) & $\hbar v_y$ (eV\,\AA)\\
1 & 0.738 & 2.472 & 1.451\\
2 & 3.820 & $-4.763$ & 1.672\\
3 & 8.001 & 3.094 & $-9.635$
\end{tabular}
\end{center}

These velocities are cell integrals of the current, obtained by differentiating $\psi$ in real space. The gradients, obtained from energies at neighbouring $\mathbf k$, agree with them to all five decimals that the program prints. In band 2 the electron moves towards negative $x$ although $k_x$ is positive.

For band 1,
\begin{equation}
\hbar|\mathbf v|=\sqrt{2.472^2+1.451^2}\ \text{eV\,\AA}=2.866\ \text{eV\,\AA},
\end{equation}
or $4.35\times10^5$~m/s. A free electron with the same $\mathbf k$ has $\hbar\mathbf v=2C\mathbf k$, where $C=\hbar^2/2m=3.810$~eV\,\AA$^2$. This is $(4.788,1.795)$~eV\,\AA, a speed of $7.77\times10^5$~m/s. The lattice thus reduces the speed to 56\% of the free value. It also turns the velocity: $\mathbf v$ lies at $30.4^\circ$ from the $x$ axis and $\mathbf k$ at $20.6^\circ$.

Equation \eqref{eq:pw} accounts for the turn. In these units it reads $\hbar\mathbf v=2C(\mathbf k+\langle\mathbf G\rangle)$, so
\begin{equation}
\frac{\langle G_x\rangle}{g}=\frac{2.472-4.788}{2Cg}=-0.19,\qquad
\frac{\langle G_y\rangle}{g}=\frac{1.451-1.795}{2Cg}=-0.03,
\end{equation}
with $2Cg=11.97$~eV\,\AA. The admixed waves remove far more velocity along $x$ than along $y$. The kinetic energies show why this direction is favoured. The wave at $\mathbf k-(g,0)$ lies $Cg^2(1-2\times0.40)=1.9$~eV above the one at $\mathbf k$, while that at $\mathbf k-(0,g)$ lies $Cg^2(1-2\times0.15)=6.6$~eV above it. Both couple to the wave at $\mathbf k$ with the same strength of 1~eV, and the nearer one mixes more readily.

At the equivalent label $\mathbf k+(g,0)$ the computed velocity of band 1 is again $(2.472,1.451)$~eV\,\AA, as it must be.

The two parts of the Hellmann-Feynman argument can be seen by moving $k_x$ by 0.002~\AA$^{-1}$. Changing the operator alone raises the energy by $4.958\times10^{-3}$~eV. Changing the state alone raises it by $S=2.98\times10^{-5}$~eV, and halving the step divides $S$ by 4.02, close to the factor of 4 for a quadratic law. The band energy rises by $4.929\times10^{-3}$~eV, in agreement with \eqref{eq:second}:
\begin{equation}
(4.958-0.030)\times10^{-3}\ \text{eV}=4.928\times10^{-3}\ \text{eV},
\end{equation}
which falls slightly short. With one more digit the values are $(4.9583-0.0298)\times10^{-3}=4.9285\times10^{-3}$~eV and $4.9286\times10^{-3}$~eV, a remainder of about $10^{-7}$~eV. This is the size expected of the $O(\kappa^3)$ term: if $S=A\kappa^2(1+c\kappa)$, halving the step divides $S$ by about $4(1+c\kappa/2)$, so the computed ratio 4.0186 gives $c\kappa\approx0.009$ and a cubic part of $S$ of about $3\times10^{-7}$~eV, the same order as the remainder.

\section{Why the original $H$ gives a surface term}

Since $\partial H/\partial k=0$, applying the Hellmann-Feynman formula directly to $H$ and $\psi$ would give a flat band. The fault is in the use of hermiticity. In one dimension, let $\chi=\partial_k\psi=ix\psi+e^{ikx}\partial_ku$. The factor $x$ shows that $\chi$ does not obey the Bloch condition. Differentiating $(H-E)\psi=0$ with respect to $k$ gives
\begin{equation}
(H-E)\chi=\frac{dE}{dk}\psi .
\end{equation}
Multiply by $\psi^*$, integrate over $0\le x\le a$, and integrate the kinetic term by parts twice. The remaining integral contains $[(H-E)\psi]^*=0$, so
\begin{equation}
\frac{dE}{dk}=-\tfrac12\bigl[\psi^*\chi'-(\psi^*)'\chi\bigr]_0^a .
\label{eq:surface}
\end{equation}
Differentiating $\psi(x+a)=e^{ika}\psi(x)$ with respect to $k$ yields
\begin{equation}
\chi(x+a)=e^{ika}\bigl[\chi(x)+ia\psi(x)\bigr],
\end{equation}
and the same relation holds between $\chi'$ and $\psi'$. In \eqref{eq:surface} the phases cancel and the terms in $\chi(0)$ and $\chi'(0)$ drop out. What remains is
\begin{equation}
\frac{dE}{dk}=-\tfrac12\,ia\bigl[\psi^*\psi'-(\psi^*)'\psi\bigr]_{x=0}
=-\tfrac12\,ia\,(2ij)=aj,\qquad j=\operatorname{Im}(\psi^*\psi').
\label{eq:aj}
\end{equation}
The current $j$ is constant, because $j'=\operatorname{Im}(\psi^*\psi'')=\operatorname{Im}[2(V-E)|\psi|^2]=0$. Its cell integral $aj$ is the mean velocity, so the surface term restores \eqref{eq:result}.

The slope can also be found without $H(k)$. Integrate the Schr\"odinger equation across one cell from the starting values $(\psi,\psi')=(1,0)$ and $(0,1)$. The matrix that carries $(\psi,\psi')$ across the cell has determinant one, because the Wronskian is constant. One eigenvalue is $e^{ika}$, so the other is $e^{-ika}$, and half the trace, $\Delta(E)$, satisfies
\begin{equation}
\Delta(E)=\cos ka,\qquad
\frac{dE}{dk}=-\frac{a\sin ka}{d\Delta/dE},
\label{eq:trace}
\end{equation}
wherever $d\Delta/dE\neq0$. For $V=-2\cos gx$ (eV), with the same $a$ and $k=0.40g$, the lowest band has a slope of 2.9505~eV\,\AA\ from \eqref{eq:trace}. Energy differences give the same value, and so does $\hbar aj$ at three different points in the cell.

\section{Degenerate bands}

If several states $u_\alpha$ share the energy $E_0$ at $\mathbf k_0$, the gradient need not exist. Move a distance $s>0$ along a unit vector $\mathbf e$, and let $u(s)$ be one of the states that emerge, with energy $E(s)$. Since $H_0u_\alpha=E_0u_\alpha$,
\begin{equation}
\langle u_\alpha|H(\mathbf k_0+s\mathbf e)-H_0|u(s)\rangle
=[E(s)-E_0]\langle u_\alpha|u(s)\rangle .
\end{equation}
Divide by $s$ and let $s\to0$. The state $u(s)$ approaches the degenerate subspace, and its components there approach numbers $b_\beta$, if necessary along a suitable sequence of $s$. With \eqref{eq:W} this gives
\begin{equation}
\sum_\beta M_{\alpha\beta}b_\beta=E'b_\alpha,\qquad
M_{\alpha\beta}=\langle u_\alpha|\mathbf e\cdot(\mathbf p+\mathbf k_0)|u_\beta\rangle .
\label{eq:M}
\end{equation}
The emerging states are orthogonal and so are their limits, so together they supply all eigenvalues of $M$. Taken in order of energy, the slopes are these eigenvalues in ascending order, whichever sequence was used.

A simple crossing arises when a potential of period $a/2$ is described with a cell of length $a$. For $V=-2\cos2gx$ (eV), two bands meet at $k=\pi/a$. The eigenvalues of $M$ are $\pm5.925$~eV\,\AA, equal to the one-sided slopes found from the energies. An equal mixture of the two eigenvectors of $M$ has mean velocity $(5.925-5.925)/2=0$, which is the slope of neither band. A diagonalization routine may return any mixture within the degenerate subspace, so $M$ must be diagonalized before its diagonal elements are read as slopes.

\section{Non-local potentials}

A pseudopotential may contain a part that does not commute with $\mathbf r$. If it is Hermitian, lattice-periodic and short-ranged, \eqref{eq:HF} still holds for an isolated band that varies smoothly with $\mathbf k$. Differentiating \eqref{eq:Hkdef} directly gives
\begin{equation}
\partial_jH(\mathbf k)
=e^{-i\mathbf k\cdot\mathbf r}(-ir_jH+iHr_j)e^{i\mathbf k\cdot\mathbf r}
=e^{-i\mathbf k\cdot\mathbf r}\,i[H,r_j]\,e^{i\mathbf k\cdot\mathbf r}.
\label{eq:nl}
\end{equation}
The slope is still the mean of $\mathbf v=i[H,\mathbf r]$, but $\mathbf v$ is no longer $\mathbf p$.

As a one-dimensional example, add a term $D|\beta\rangle\langle\beta|$ in every cell, with $\beta$ real, localized, and repeated at every lattice displacement $R$. Let $c=\langle\beta|\psi\rangle$ and $d=\langle\beta|x|\psi\rangle$, integrated over all $x$. One such term contributes
\begin{equation}
i\langle\psi|\bigl(D|\beta\rangle\langle\beta|x-xD|\beta\rangle\langle\beta|\bigr)|\psi\rangle
=iD(c^*d-d^*c)=-2D\operatorname{Im}(c^*d).
\end{equation}
For the projector displaced by $R$, $c$ becomes $e^{ikR}c$ and $d$ becomes $e^{ikR}(d+Rc)$. This adds the real number $R|c|^2$ to $c^*d$ and leaves its imaginary part unchanged, so every cell contributes equally. The mean per cell is
\begin{equation}
\frac{dE}{dk}=\langle p\rangle-2D\operatorname{Im}(c^*d).
\label{eq:sep}
\end{equation}

Take $V=-2\cos gx$ (eV) and $k=0.40g$ as before, $D=4.00$~eV, and a normalized Gaussian $\beta\propto e^{-x^2/2w^2}$ with $w=0.60$~\AA, centred at $x=0$, where $V$ has its minimum. For the lowest band the two terms of \eqref{eq:sep} are
\begin{equation}
(3.209-0.763)\ \text{eV\,\AA}=2.446\ \text{eV\,\AA},
\end{equation}
against 2.445~eV\,\AA\ from energy differences; the unrounded values agree. The momentum term alone exceeds the true slope by 31\%. For these parameters, replacing finite differences by the mean of $p$ would introduce that error, whereas the mean of $i[H,x]$ does not. The parameters are illustrative and are not fitted to a real pseudopotential: the size and the sign of the error depend on $D$, and its size also on $k$ and on the position of $\beta$. The program published with this section tests the slopes and velocities of all the examples numerically; for \eqref{eq:second} it tests the quadratic law of $S$ and prints the three energy shifts.

\section*{Values computed for the example and the checks}
\begin{verbatim}
hbar^2/(2m) = 3.80998 eV angstrom^2
lattice constant a = 4.0 angstrom
2 pi/a = 1.57080 1/angstrom
SQUARE LATTICE
Fourier component, first shell = -1.00 eV
Fourier component, second shell = -0.50 eV
k = (0.62832, 0.23562) 1/angstrom
band 1: energy = 0.73769 eV
  hbar*v from current = (2.47151, 1.45096) eV angstrom
  gradient of E = (2.47151, 1.45096) eV angstrom
band 2: energy = 3.81995 eV
  hbar*v from current = (-4.76288, 1.67167) eV angstrom
  gradient of E = (-4.76288, 1.67167) eV angstrom
band 3: energy = 8.00121 eV
  hbar*v from current = (3.09439, -9.63452) eV angstrom
  gradient of E = (3.09439, -9.63452) eV angstrom
band 1: hbar*speed = 2.86595 eV angstrom
band 1: speed = 4.3541e+05 m/s
band 1: direction of v from x axis = 30.42 degrees
free electron: hbar*v = (4.78776, 1.79541) eV angstrom
free electron: speed = 7.7685e+05 m/s
direction of k from x axis = 20.56 degrees
band 1 at k+(2 pi/a,0): hbar*v = (2.47151, 1.45096) eV angstrom
BAND 1, STEP IN k_x
step = 0.0020 1/angstrom
shift, only u changed = 2.9827e-05 eV
shift, only u changed, half step = 7.4222e-06 eV
ratio of these two shifts = 4.0186 (no unit)
shift, only H(k) changed = 4.9583e-03 eV
shift of the band energy = 4.9286e-03 eV
ONE DIMENSION, LOCAL POTENTIAL
Fourier component = -1.00 eV
k = 0.62832 1/angstrom
lowest energy = 1.01641 eV
dE/dk, finite difference = 2.95048 eV angstrom
dE/dk, integration across cell = 2.95048 eV angstrom
hbar*a*j at x = 0.0 angstrom: 2.95048 eV angstrom
hbar*a*j at x = 0.7 angstrom: 2.95048 eV angstrom
hbar*a*j at x = 1.9 angstrom: 2.95048 eV angstrom
FOLDED BANDS, CROSSING AT k = pi/a
crossing energy = 2.27947 eV
velocity-matrix eigenvalues = -5.92511, 5.92511 eV angstrom
one-sided slopes = -5.925, 5.925 eV angstrom
equal mixture: |hbar*v| = 0.00000 eV angstrom
ONE DIMENSION, NON-LOCAL POTENTIAL
projector strength D = 4.00 eV
projector width = 0.60 angstrom
dE/dk = 2.44542 eV angstrom
momentum part = 3.20852 eV angstrom
commutator part = -0.76310 eV angstrom
sum of parts = 2.44542 eV angstrom
\end{verbatim}
